# Klopman–Ohno and Gaussian Charge Kernels: Positive Definiteness at Short Distance

## Problem

In a charge-equilibration model, site $i$ carries a charge $q_i$ in units of $e$ and has a hardness $\eta_i>0$, an energy. A site is an atom or one shell of an atom, so two sites may share a position. The second-order charge energy is

$$E_2=\tfrac12\sum_{ij}q_i\gamma_{ij}q_j,\qquad \gamma_{ii}=\eta_i .$$

With $K=e^2/(4\pi\varepsilon_0)$, each hardness defines a length $c_i=K/\eta_i$. The Klopman–Ohno (KO) kernel with exponent 2 is

$$\gamma_{ij}(R)=\frac{K}{\sqrt{R^2+c_{ij}^2}},\qquad c_{ij}=\frac{K}{\eta_{ij}} .$$

GFN1-xTB uses the harmonic mean $\eta_{ij}=2\eta_i\eta_j/(\eta_i+\eta_j)$, GFN2-xTB the arithmetic mean $\eta_{ij}=(\eta_i+\eta_j)/2$. The alternative is the Coulomb interaction of Gaussian charges whose widths reproduce the same $\eta_i$ on site.

If $q^T\gamma q<0$ for some $q$, this part of the energy has no minimum. Only this part is examined here; the other terms of an xTB energy also contribute curvature.

(a) Derive the Gaussian kernel and compare the three kernels.
(b) For which distances is each kernel positive definite for two sites?
(c) Does fixing the total charge remove the failures?
(d) Is a kernel that is safe for every pair also safe for every cluster? If not, how can it be repaired?

For numbers take round model hardnesses, $\eta_s=8$ eV (soft) and $\eta_h=16$ eV (hard). With $K=14.400$ eV Å, $c_s=1.80$ Å and $c_h=0.90$ Å.

## First estimate by scaling

The kernels can differ appreciably from $K/R$, and from each other, when $R$ is comparable to $c$, here 1 to 2 Å, or smaller.

A pair is positive definite if $\gamma_{AB}^2<\eta_A\eta_B$. Write $\bar\eta=(\eta_A+\eta_B)/2$ and $\Delta=|\eta_A-\eta_B|$. At $R=0$ the arithmetic rule gives $\gamma_{AB}=\bar\eta$, which violates the condition by

$$\bar\eta^2-\eta_A\eta_B=\Delta^2/4 .$$

Separation lowers $\gamma_{AB}^2$ by about $\bar\eta^4R^2/K^2$. Equating the two gives

$$R_{\rm est}=\frac{K\Delta}{2\bar\eta^2}=\frac{14.400\times 8}{2\times 144}\ \text{Å}=0.400\ \text{Å}.$$

The harmonic mean is $\eta_A\eta_B/\bar\eta\le\sqrt{\eta_A\eta_B}$, so there is no violation at $R=0$ and the estimate gives no failure length. On pair evidence alone, the harmonic rule looks safe.

## Exact solution

### (a) The kernels

Let $\rho_i(\mathbf r)=(2\pi\sigma_i^2)^{-3/2}e^{-r^2/2\sigma_i^2}$, with Fourier transform $f_i(k)=e^{-k^2\sigma_i^2/2}$. Since $1/r$ has the transform $4\pi/k^2$,

$$\gamma_{ij}=\frac{K}{2\pi^2}\int\frac{d^3k}{k^2}f_if_je^{i\mathbf k\cdot\mathbf R}
=\frac{2K}{\pi R}\int_0^\infty e^{-k^2s^2/2}\,\frac{\sin kR}{k}\,dk,\qquad s^2=\sigma_i^2+\sigma_j^2 .$$

The last integral vanishes at $R=0$, and its derivative with respect to $R$ is $\int_0^\infty e^{-k^2s^2/2}\cos kR\,dk=\sqrt{\pi/2}\,s^{-1}e^{-R^2/2s^2}$. Integrating back gives $\frac{\pi}{2}\operatorname{erf}(R/\sqrt2 s)$, hence

$$\gamma_{ij}=\frac KR\operatorname{erf}\!\left(\frac{R}{\sqrt2\,s}\right).$$

As $R\to0$, $\operatorname{erf}x\to2x/\sqrt\pi$. On site $s^2=2\sigma_i^2$, so the value is $K/(\sqrt\pi\sigma_i)$. Setting it equal to $\eta_i$ requires $\sigma_i=c_i/\sqrt\pi$. Then $\sqrt2\,s=2c_G/\sqrt\pi$ and

$$\gamma^{G}_{ij}=\frac KR\operatorname{erf}\!\left(\frac{\sqrt\pi R}{2c_G}\right),\qquad c_G^2=\frac{c_i^2+c_j^2}{2},\qquad \gamma^G_{ij}(0)=\frac{K}{c_G}.$$

All three rules are therefore means of the lengths. The Gaussian kernel uses the root mean square, harmonic hardness averaging gives $c_{ij}=(c_i+c_j)/2$, and arithmetic hardness averaging gives the harmonic mean of the lengths. These decrease in that order, so at $R=0$ the Gaussian kernel is lowest and the arithmetic one highest if the hardnesses differ.

At large $R$ the order changes:

$$\gamma^{KO}=\frac KR-\frac{Kc_{ij}^2}{2R^3}+\dots,\qquad \gamma^G=\frac KR-\frac KR\operatorname{erfc}\!\left(\frac{\sqrt\pi R}{2c_G}\right).$$

The Gaussian correction falls off faster than any power, so $\gamma^G$ ends above both KO curves and must cross them. For the soft–hard pair, in eV:

| $R$ (Å) | harmonic | arithmetic | Gaussian |
|---|---|---|---|
| 0 | 10.667 | 12.000 | 10.119 |
| 1 | 8.571 | 9.219 | 8.950 |
| 2 | 5.968 | 6.174 | 6.637 |
| 5 | 2.780 | 2.800 | 2.880 |

The crossings lie at 0.66 Å (harmonic) and 1.18 Å (arithmetic).

For equal hardness the Gaussian kernel is nowhere below KO. With $x=R/c$ and $\tau=\sqrt\pi/2$,

$$\frac{\operatorname{erf}(\tau x)}{x}=\frac1\tau\int_0^\tau e^{-x^2t^2}dt,\qquad
\frac1{\sqrt{1+x^2}}=\frac1\tau\int_0^\infty e^{-t^2}e^{-x^2t^2}dt .$$

Their difference is

$$\frac1\tau\left[\int_0^\tau(1-e^{-t^2})e^{-x^2t^2}dt-\int_\tau^\infty e^{-t^2}e^{-x^2t^2}dt\right].$$

In the first integral $e^{-x^2t^2}\ge e^{-x^2\tau^2}$; in the second it is at most that value. Since $\int_0^\infty e^{-t^2}dt=\tau$, the remaining integrals $\int_0^\tau(1-e^{-t^2})dt$ and $\int_\tau^\infty e^{-t^2}dt$ are equal, and the bracket is non-negative.

### (b) Two sites

For Gaussian charges at any number of sites,

$$q^T\gamma^Gq=\frac{K}{2\pi^2}\int\frac{d^3k}{k^2}\Big|\sum_iq_if_i(k)e^{i\mathbf k\cdot\mathbf r_i}\Big|^2\ge0 .$$

It vanishes only if $\sum_iq_i\rho_i(\mathbf r-\mathbf r_i)=0$ everywhere. Far out in a generic direction one Gaussian dominates: the widest, and among equally wide ones the one centred farthest along that direction. Its charge must be zero, and repeating the argument removes all charges. The form is thus positive definite for distinct sites, meaning sites that differ in position or hardness.

For the harmonic rule $\gamma_{AB}(0)^2=\eta_A^2\eta_B^2/\bar\eta^2\le\eta_A\eta_B$, with equality only for equal hardness. Since $\gamma_{AB}$ decreases with $R$, every distinct pair is safe.

For the arithmetic rule the boundary is

$$\frac{K^2}{R_c^2+K^2/\bar\eta^2}=\eta_A\eta_B
\;\Rightarrow\;
R_c^2=K^2\,\frac{\bar\eta^2-\eta_A\eta_B}{\bar\eta^2\eta_A\eta_B}
\;\Rightarrow\;
R_c=\frac{K\Delta}{2\bar\eta\sqrt{\eta_A\eta_B}} .$$

Here $R_c=14.400\times8/(2\times12\times\sqrt{128})$ Å $=0.424$ Å. Below it the matrix is indefinite. At coincidence its lowest eigenvalue is $-0.649$ eV, against $+0.608$ eV for the harmonic and $+1.119$ eV for the Gaussian kernel. Coincidence is not an academic limit: two shells of unequal hardness on one atom have $R=0$ whenever this averaging is applied between them.

### (c) Fixed total charge

At fixed total charge only variations with $\sum_iq_i=0$ matter. For a pair, $q=(1,-1)$ gives the stiffness

$$\eta_A+\eta_B-2\gamma_{AB}=2(\bar\eta-\gamma_{AB}).$$

For the arithmetic rule this is zero at $R=0$ and positive for $R>0$. For an isolated pair at $R>0$ the constraint removes the instability. At $R=0$ charge transfer between the shells has no stiffness from this term: there $E_2=\tfrac12(q_A+q_B)(\eta_Aq_A+\eta_Bq_B)$, which is zero for a neutral pair and, for a nonzero fixed total charge, linear in the transferred charge, so it still has no minimum. A third site $C$ at any distance $R>0$ restores the instability. For coincident shells $A,B$ and the neutral vector $q=(1+\epsilon,-1,-\epsilon)$ the form is $\epsilon[\eta_A-\eta_B-2(\gamma_{AC}-\gamma_{BC})]+O(\epsilon^2)$. The KO kernel changes with its mean hardness $\eta$ at the rate $(1+\eta^2R^2/K^2)^{-3/2}<1$, and the two means differ by $\Delta/2$, so $|\gamma_{AC}-\gamma_{BC}|<\Delta/2$. The bracket is therefore nonzero, and one sign of $\epsilon$ makes the form negative.

Three atoms can still fail. Place hard, soft and hard atoms at $-R,0,R$ and take $q=(1,-2,1)$. With $\gamma(R;\eta)$ denoting the KO kernel of mean hardness $\eta$,

$$Q=q^T\gamma q=2\eta_h+4\eta_s+2\gamma(2R;\eta_h)-8\gamma(R;\bar\eta).$$

For small $R$, $\gamma(R;\eta)=\eta-\eta^3R^2/(2K^2)+\dots$. The constant terms are $4\eta_h+4\eta_s-8\bar\eta=0$, and the quadratic terms give

$$Q\simeq-\frac{4\eta_h^3R^2}{K^2}+\frac{4\bar\eta^3R^2}{K^2}=-\frac{4(\eta_h^3-\bar\eta^3)}{K^2}R^2 .$$

This is negative because $\eta_h>\bar\eta$. The coefficient is $-4(4096-1728)/14.400^2=-45.7$ eV/Å$^2$. The numerical boundary lies at a neighbour distance of 0.812 Å. In the reversed order, soft–hard–soft, the neutral form was positive at all sampled distances from 0.05 to 3 Å.

### (d) Clusters

**Planar sets, harmonic rule.** Here $c_{ij}=(c_i+c_j)/2$. For $z>0$, insert $J_0(kR)=\frac1{2\pi}\int_0^{2\pi}e^{ikR\cos\varphi}d\varphi$ and integrate over $k$:

$$\int_0^\infty e^{-kz}J_0(kR)\,dk=\frac1{2\pi}\int_0^{2\pi}\frac{d\varphi}{z-iR\cos\varphi}
=\frac1{2\pi}\int_0^{2\pi}\frac{z\,d\varphi}{z^2+R^2\cos^2\varphi}.$$

The imaginary part dropped out because $\cos\varphi$ changes sign under $\varphi\to\varphi+\pi$. With $u=\tan\varphi$, whose range is covered twice, the result is

$$\frac{z}{\pi}\int_{-\infty}^{\infty}\frac{du}{z^2+R^2+z^2u^2}=\frac1{\sqrt{R^2+z^2}} .$$

Setting $z=(c_i+c_j)/2$ factorizes the exponential. For sites in one plane,

$$q^T\gamma q=\frac{K}{2\pi}\int_0^\infty dk\int_0^{2\pi}d\varphi\,
\Big|\sum_iq_ie^{-kc_i/2}e^{i\mathbf k\cdot\mathbf r_i}\Big|^2\ge0,$$

where $\mathbf k$ lies in the plane at angle $\varphi$. If this is zero, the sum vanishes for every $\mathbf k$. Along a direction on which different positions have different projections, it is a sum of exponentials in $k$ with distinct complex exponents. These are linearly independent, so all $q_i=0$. The harmonic rule is positive definite for every planar set of distinct sites, hence for any molecule of up to three atoms. Among 1000 random triangles in a 1 Å box, with hardnesses from 5 to 20 eV, the arithmetic rule was indefinite in 401 and the harmonic rule in none.

**Three dimensions, harmonic rule.** The factorization used two-dimensional wavevectors and does not cover this case. Give every atom a soft and a hard shell with charges $+1$ and $-1$, so that each atom is neutral. Two such atoms contribute the interaction

$$w(R)=\gamma_{ss}+\gamma_{hh}-2\gamma_{sh}.$$

The $K/R$ terms cancel. The next order leaves

$$w(R)\simeq-\frac{K}{2R^3}\left[c_s^2+c_h^2-\frac{(c_s+c_h)^2}{2}\right]=-\frac{K(c_s-c_h)^2}{4R^3}.$$

The coefficient is $-14.400\times0.81/4=-2.916$ eV Å$^3$. On a simple cubic lattice of spacing $a$ there are about $4\pi R^2dR/a^3$ atoms in a distant shell, so the sum between $R_1$ and $R_2$ is

$$-\frac{4\pi}{a^3}\,\frac{K(c_s-c_h)^2}{4}\ln\frac{R_2}{R_1}.$$

For $a=1.4$ Å, from 20 to 40 Å, this gives $-9.26$ eV; direct summation gives $-9.15$ eV, smaller in magnitude by 1.1% of the formula.

In a growing cube, a fixed fraction of atoms lies farther from the surface than some fixed fraction of the edge $L$. Each of these collects a negative sum growing as $\ln L$. Positive contributions come from short distances and are bounded per atom. The form per atom therefore tends to $-\infty$, and a sufficiently large cluster is indefinite for any fixed spacing. Fixing the total charge does not help, since the pattern is neutral.

The computed cubes with $a=1.4$ Å, a dense model choice, show the trend; the eigenvalues are taken without a charge constraint:

| atoms per edge | lowest eigenvalue (eV) | neutral pattern, $q^T\gamma q$ per atom (eV) |
|---|---|---|
| 2 | 0.043 | – |
| 4 | −0.435 | 1.85 |
| 8 | −2.190 | −1.73 |
| 12 | – | −4.87 |

Dashes mark values not computed. At four atoms per edge the uniform neutral pattern is still positive, but a non-uniform charge vector, with a squared overlap of 0.58 with that pattern, already has a negative form; at fixed total charge the lowest eigenvalue is −0.326 eV. The first failing cube has three atoms per edge, with lowest eigenvalue −0.096 eV (−0.050 eV at fixed total charge). These cubes have not reached the logarithmic regime: from 8 to 12 atoms per edge the form per atom falls by 7.7 eV per unit of $\ln L$, with $L$ taken proportional to the number of atoms per edge, against 13.4 eV from the formula; between 96 and 192 atoms per edge the slope is 12.8 eV. An 8 × 8 sheet with the same spacing remains positive, with lowest eigenvalue 0.0066 eV. The size needed for failure depends strongly on the spacing: at $a=2.5$ Å the cube with nine atoms per edge is still positive definite, the one with ten is the first to fail (lowest eigenvalue −0.037 eV), and the neutral pattern gives $+0.13$ eV per atom at 12 atoms per edge and $-2.70$ eV at 48. The hardnesses are model values, not xTB parameters, so none of these sizes carries over to a real system.

**Repair.** Keep the KO form but use $c_{ij}^2=(c_i^2+c_j^2)/2$. Then

$$\frac{K}{\sqrt{R^2+c_{ij}^2}}=\frac{2K}{\sqrt\pi}\int_0^\infty dt\;e^{-t^2c_i^2/2}\,e^{-t^2c_j^2/2}\,e^{-t^2R^2}.$$

A Gaussian in $R$ has a positive Fourier transform, so for each $t>0$ the integrand gives a non-negative form, and so does the integral. It vanishes only if the total of $q_ie^{-t^2c_i^2/2}$ at every position is zero for all $t$; distinct lengths then force zero charges. The repaired kernel is positive definite for distinct sites in any arrangement. It also removes the cause found above, because $c_s^2+c_h^2-2c_{sh}^2=0$ cancels the $R^{-3}$ term. For the cube with eight atoms per edge its lowest eigenvalue is 0.049 eV.

## Comparison of estimate and solution

For the arithmetic pair, the estimate and the exact boundary differ by a simple factor:

$$\frac{R_c}{R_{\rm est}}=\frac{\bar\eta}{\sqrt{\eta_A\eta_B}}=\frac{12}{11.31}=1.06 .$$

The estimate of 0.400 Å is about 6% below the exact 0.424 Å. It used the initial quadratic fall of $\gamma_{AB}^2$, which overstates the true fall. The factor tends to one for nearly equal hardnesses and grows with their ratio.

Pair scaling is less useful for collective charge patterns. The triatomic instability survives the charge constraint, and its boundary at fixed total charge, 0.812 Å, is nearly twice the unconstrained pair value. For these model hardnesses the pair value lies below bond lengths and the triatomic value is close to the H$_2$ bond length of 0.74 Å, but the boundary depends on the arrangement. A bent hard–soft–hard molecule (104.5°) fails only below about 0.58 Å, while the symmetric arrangements of three to twelve hard neighbours around a soft atom that were examined all have boundaries beyond the linear value. The number of neighbours alone does not fix the boundary: a planar ring of eight gives 1.23 Å, less than the six octahedral neighbours below. For a soft atom with four hard neighbours in tetrahedral positions and charges $(-4,1,1,1,1)$ the form is $16\eta_s+4\eta_h+12\gamma(\sqrt{8/3}\,R;\eta_h)-32\gamma(R;\bar\eta)$, which changes sign at $R=1.19$ Å; with six octahedral hard neighbours the boundary is about 1.3 Å. A hard atom with soft neighbours in these arrangements showed no neutral failure at sampled distances from 0.05 to 4 Å. Coincident shells on one atom meet the arithmetic problem at any geometry.

For the harmonic rule the pair estimate found no failure length, correctly for pairs and planar sets. It misses the three-dimensional instability, which involves several non-coplanar sites but does not need a large cluster if the sites are close: without a charge constraint, a two-shell atom with four soft neighbours in tetrahedral positions at 0.67 Å has lowest eigenvalue −0.005 eV, and with eight hard neighbours at cube corners at 1.05 Å it has −0.027 eV. The tetrahedral set also fails at fixed total charge (−0.004 eV). The eight-neighbour set is indefinite only in a window from about 0.8 to 1.35 Å and showed no failure at fixed total charge at sampled distances from 0.05 to 4 Å. For large clusters one mechanism was derived: many weak $R^{-3}$ interactions, whose sum depends on the cluster size as well as on $R/c$. The cubes with three and four atoms per edge at $a=1.4$ Å already fail through non-uniform charge vectors that only partly follow the neutral pattern (squared overlaps 0.35 and 0.58 without a charge constraint); the mechanism in these and in the smaller sets was not analysed here. Short-distance tests on pairs therefore cannot certify a kernel for clusters; the integral representations of the Gaussian and repaired kernels can. The numerical check checks the tabulated values and the pair and triatomic boundaries numerically.

## Computed results

```
K = e^2/(4 pi eps0): 14.39965 eV angstrom
hardness soft, hard: 8.0, 16.0 eV
lengths c soft, hard: 1.8000, 0.9000 angstrom
soft-hard kernel in eV: R/angstrom, harmonic, arithmetic, Gaussian
  0.0  10.6667  12.0000  10.1193
  0.5  10.0026  11.0769  9.8015
  1.0  8.5712  9.2186  8.9501
  2.0  5.9676  6.1738  6.6372
  5.0  2.7804  2.8004  2.8799
bare Coulomb K/R at 5.0 angstrom: 2.8799 eV
Gaussian kernel crosses harmonic KO at R = 0.6645 angstrom
Gaussian kernel crosses arithmetic KO at R = 1.1783 angstrom
equal soft sites: largest Gaussian minus KO = 0.6695 eV at R = 1.97 angstrom
arithmetic pair limit, eigenvalue: 0.42425 angstrom
arithmetic pair limit, formula: 0.42425 angstrom
lowest eigenvalue of coincident soft-hard pair:
  harmonic: 0.6080 eV
  arithmetic: -0.6491 eV
  gauss: 1.1188 eV
arithmetic neutral pair stiffness at 0.01 angstrom: 0.00083 eV
hard-soft-hard neutral limit, arithmetic: 0.8118 angstrom
its lowest neutral eigenvalue at 0.50 angstrom: -0.5347 eV
short-distance coefficient of neutral form: -45.681 eV/angstrom^2
random triangles in a 1 angstrom box, hardness 5 to 20 eV: 1000
indefinite: harmonic 0, arithmetic 401, gauss 0
two-shell atoms, spacing 1.4 angstrom
8x8 sheet, harmonic lowest eigenvalue: 0.00659 eV
cubes, harmonic: atoms per edge, lowest eigenvalue in eV
  2  0.04265
  4  -0.43468
  6  -1.31836
  8  -2.19031
8-edge cube, rms-length KO lowest eigenvalue: 0.04914 eV
neutral pattern q^T gamma q per atom in eV:
  atoms per edge, harmonic, rms-length, Gaussian
  4  1.8467  8.5876  3.5740
  8  -1.7316  10.6702  2.1144
  12  -4.8652  11.5658  1.5098
neutral tail coefficient: -2.9158 eV angstrom^3
lattice sum from 20 to 40 angstrom: -9.1518 eV
logarithmic law for the same shell: -9.2556 eV
```
